Barrier Lowering and the Dipole Difference in Field-Driven Dielectric Breakdown

**Q:** In the thermochemical picture of dielectric breakdown, a field lowers the barrier for damaging a bond, and the logarithm of the lifetime falls linearly with field. The slope of the barrier against field, with its sign reversed, is called a dipole. Which dipole? The field distorts the bond, moves the saddle and polarizes the electrons. I doubt that one number can cover all that.

**A:** We should first say what is being differentiated. Let q be the nuclear coordinates of a defect site and F the component, along a fixed axis, of a uniform static local field. Let V(q,F) be the electronic ground-state energy with the nuclei held at q, including nuclear repulsion and the coupling to the field. The electrons are confined to a fixed region around the site, small enough that the field does not pull one out of the bond. In an unbounded uniform field there would be no lowest state. The barrier is

B(F) = V(q_s(F),F) − V(q_m(F),F),

where q_m is the minimum and q_s the saddle. Both belong to the surface at that field. Define

μ(q,F) = −∂V/∂F at fixed q.

The sign follows from the energy −μF of a dipole in a field.

**Q:** That only names a derivative. Why should it be the dipole moment, when the electronic state itself changes with F?

**A:** Write V = ⟨ψ|Ĥ|ψ⟩ with a normalized, nondegenerate ground state and Ĥ = Ĥ₀ − Fμ̂. At fixed nuclei,

∂V/∂F = ⟨∂ψ/∂F|Ĥ|ψ⟩ + ⟨ψ|Ĥ|∂ψ/∂F⟩ + ⟨ψ|∂Ĥ/∂F|ψ⟩.

Since Ĥψ = Vψ, the first two terms are

V(⟨∂ψ/∂F|ψ⟩ + ⟨ψ|∂ψ/∂F⟩) = V ∂⟨ψ|ψ⟩/∂F = 0.

The last term is −⟨ψ|μ̂|ψ⟩, so μ = ⟨ψ|μ̂|ψ⟩. This is the Hellmann–Feynman theorem. The expectation value uses the state at field F, so μ contains the induced dipole as well as the permanent one.

**Q:** That deals with the electrons at fixed nuclei. But the nuclei at the minimum and saddle move. Surely their motion adds something to the slope.

**A:** Follow either point and use the chain rule:

dV(q(F),F)/dF = Σᵢ (∂V/∂qᵢ)(dqᵢ/dF) − μ(q(F),F).

At a stationary point every ∂V/∂qᵢ is zero. The sum vanishes although dqᵢ/dF does not. Apply this to both points and subtract:

dB/dF = −μ(q_s,F) + μ(q_m,F),

−dB/dF = μ(q_s,F) − μ(q_m,F).

The slope of barrier lowering is therefore the saddle dipole minus the minimum dipole, each taken along the field and at the field where the slope is wanted. A saddle is as good as a minimum here: the argument needs a zero gradient, not a lowest energy.

**Q:** You divided the motion into derivatives dqᵢ/dF. How do you know that they exist?

**A:** Assume that V is twice continuously differentiable and that its Hessian H, with elements Hᵢⱼ = ∂²V/∂qᵢ∂qⱼ, is invertible at both points. The implicit function theorem then gives smooth stationary points near each such field. Differentiating ∂V/∂qᵢ = 0 along the point gives

Σⱼ Hᵢⱼ dqⱼ/dF + ∂²V/∂qᵢ∂F = 0.

With gᵢ = ∂μ/∂qᵢ, the mixed derivative is −gᵢ. Hence

dq/dF = H⁻¹g.

The coordinates must describe internal distortions; free translations and rotations would make H singular.

**Q:** A dipole depends on the origin if the site is charged. Does your slope depend on where I put it?

**A:** Shifting the origin by a along the field changes the dipole of a system with total charge Q by −Qa. The change is the same at minimum and saddle, provided that Q is the same and one fixed origin serves both, so it cancels. If an electron enters from an electrode along the way, the two energies need a common reservoir reference, and this closed-site formula is incomplete.

**Q:** Then the lowering is (μ_s − μ_m)F, and the linear law is proved?

**A:** No. The result is a local slope. Integration gives

B(0) − B(F) = ∫₀^F [μ_s(F′) − μ_m(F′)] dF′.

This is linear in F over an interval only if the difference is constant there. Its change follows from one more derivative. Let α = ∂μ/∂F at fixed q. Along a stationary point,

dμ/dF = α + gᵀ dq/dF = α + gᵀH⁻¹g.

Call this total response A. Then

−d²B/dF² = A_s − A_m,

B(0) − B(F) = (μ_s − μ_m)₀F + ½(A_s − A_m)₀F² + O(F³),

where the cubic remainder assumes one further derivative. The motion of the points, absent from the slope formula, appears here.

**Q:** Can I say which way the lowering bends?

**A:** Not in general. In the eigenvectors of H, with eigenvalues hᵢ,

gᵀH⁻¹g = Σᵢ gᵢ²/hᵢ.

At a minimum all hᵢ are positive, so relaxation adds a non-negative response. At a first-order saddle one hᵢ is negative, and its term is negative or zero. The sign of A_s − A_m depends on the competition between this term, the other modes and the electronic polarizabilities.

**Q:** I would like a case where I can see the whole result by hand.

**A:** Take one coordinate with b, c and Z positive:

V = bq − cq³/3 − ZFq.

Write r = b − ZF. For r > 0 the condition r − cq² = 0 gives q = ±√(r/c). The second derivative is −2cq, so the negative root is the minimum and the positive root the saddle. The potential is odd in q, and therefore

B = 2[r√(r/c) − (c/3)(r/c)^(3/2)] = (4/3) r^(3/2)/√c.

Since dr/dF = −Z,

−dB/dF = 2Z√(r/c) = Z(q_s − q_m).

That is the dipole difference, because μ = Zq. The curvature is

−d²B/dF² = −Z²/√(cr).

The response formula agrees: α = 0, g = Z, and the two Hessians are ±2√(cr), so A_s − A_m = −Z²/[2√(cr)] − Z²/[2√(cr)].

This case also shows a limit of validity. At F = b/Z the minimum and saddle merge, both Hessians vanish, the slope goes to zero and the curvature diverges. Beyond that field there is no barrier to differentiate.

**Q:** Suppose instead that two electronic states cross without coupling. There is still a highest point between the valleys. Why insist on a smooth surface?

**A:** Because a cusp has no zero gradient. In one coordinate let V₁ rise and V₂ fall at their crossing q_c. Primes denote d/dq. From V₁ = V₂ at q_c,

V₁′ dq_c/dF − μ₁ = V₂′ dq_c/dF − μ₂,

dq_c/dF = (μ₁ − μ₂)/(V₁′ − V₂′).

The crossing energy changes as

−dV/dF = μ₁ − V₁′(μ₁ − μ₂)/(V₁′ − V₂′) = (V₁′μ₂ − V₂′μ₁)/(V₁′ − V₂′).

Both weights are positive and they sum to one. The slope contains a weighted mean of the two dipoles, and for μ₁ ≠ μ₂ it equals neither. Electronic coupling rounds the cusp and produces a state with its own mean dipole, to which the theorem applies.

A different kink appears if two smooth saddles exchange the role of lowest pass. Each obeys the theorem, but the slope of the lowest barrier can jump at the exchange.

**Q:** Give me a site with electrons, a bent path and numbers.

**A:** Consider a model of a strained silicon–oxygen site in a carbon-doped silica dielectric. Coordinate x moves silicon through a plane of three oxygens; y opens that plane, which in this model stays open in the displaced state. The bonded and displaced electronic states have energies

E₁ = ½Kₓx² + ½K_yy² − FZ₁x,

E₂ = Δ + ½Kₓ(x−X)² + ½K_y(y−Y)² − F(P + Z₂x),

and coupling W. The lower surface is

V = (E₁ + E₂)/2 − √{[(E₁ − E₂)/2]² + W²}.

The parameters are round model values: Kₓ = 900 and K_y = 800 eV/nm², X = 0.12 nm, Y = 0.03 nm, Δ = −0.30 eV, W = 0.30 eV, Z₁ = 2 e, Z₂ = 3 e and P = 0.05 e nm. A dipole of 1 e nm in a field of 1 V/nm has an energy of magnitude 1 eV when aligned.

At zero field the minimum lies at x = 0.00025 nm and the saddle at x = 0.0571 nm. Their dipoles are 0.0006 and 0.1652 e nm, so

μ_s − μ_m = 0.1646 e nm, or 7.91 debye.

**Q:** The saddle is neither bonded nor displaced. Where does its dipole come from?

**A:** From the mixture. At x = 0.0571 nm the two state dipoles are Z₁x = 0.114 e nm and P + Z₂x = 0.221 e nm. The value 0.1652 e nm corresponds to a displaced-state weight of

(0.1652 − 0.1142)/(0.2213 − 0.1142) ≈ 0.48.

Charge transfer and nuclear displacement both contribute. Multiplying one fixed ionic charge by a bond length would not reproduce this construction.

**Q:** You could have built the dipole into the barrier and then recovered it. What would be an independent check?

**A:** Find B from energies alone. At each x, minimize V over y; then take the resulting profile's minimum in the bonded valley and its maximum between the two valleys. This finds the saddle here because V is convex in y: its y curvature is at least K_y − (K_yY)²/(4W) = 800 − 480 = 320 eV/nm². Differentiate that barrier numerically and compare it with electronic expectation values at separately located stationary points. At macroscopic fields of 0, 2.5 and 5 MV/cm the two slopes agreed within 1×10⁻¹¹ e nm.

**Q:** You have now said macroscopic field. Your theorem used a local one.

**A:** Let E be the macroscopic field and F = LE, with L constant and common to minimum and saddle. Then

−dB/dE = L(μ_s − μ_m).

For relative permittivity k = 2.8, the Lorentz estimate is L = (k+2)/3 = 1.6. It assumes suitable symmetric surroundings and is an approximation in a porous or disordered film. Since 1 MV/cm = 0.1 V/nm, a stress field of 5 MV/cm gives F = 0.8 V/nm.

The combination L(μ_s − μ_m) is an effective dipole. If the sites are aligned and the rate prefactor is constant, a fit against E determines this product at the fields fitted; it cannot separate the two factors.

**Q:** How much does the barrier fall at stress?

**A:** It falls from 1.2774 to 1.1491 eV, by 0.1282 eV. The initial slope alone predicts

0.1646 × 0.8 = 0.1317 eV.

The curvature supplies the difference. In e nm²/V, the zero-field responses are

A_s = 0.00953 − 0.01581 ≈ −0.0063,

A_m = 0.00000 + 0.00451 = 0.00451.

The first number in each sum is electronic, the second comes from nuclear relaxation. Thus A_s − A_m = −0.0108 e nm²/V, and the quadratic correction is

½ × (−0.0108) × 0.8² = −0.0035 eV.

The corrected lowering is 0.1282 eV. In this model the negative-curvature mode at the saddle outweighs its electronic polarizability, while relaxation at the minimum bends the lowering in the same direction. The only electronic polarizability in the model comes from mixing the two states. The ordinary polarizability of the atoms, and its change between minimum and saddle, is left out, so this curvature belongs to the model and not to a real bond.

**Q:** If motion drops out of the slope, may I leave both geometries at their zero-field positions?

**A:** For the slope at zero field, yes. For a finite field the lowering of the frozen barrier has curvature α_s − α_m in place of A_s − A_m. Here that is +0.0095 e nm²/V, of the opposite sign to the correct value. At 5 MV/cm the frozen barrier is 1.1426 eV, which is 0.0065 eV below the relaxed one. The barrier error is small, but the frozen path predicts a rising slope where the relaxed path has a falling one.

The positions show the motion: between zero and stress the minimum advances from x = 0.0003 to 0.0021 nm, while the saddle retreats from 0.0571 to 0.0562 nm. Their dipole difference falls to 0.1560 e nm, about 5% below its zero-field value.

**Q:** Turn this into a lifetime slope.

**A:** For one thermally activated step with rate ν exp(−B/k_BT), take the lifetime τ as the inverse rate:

ln τ = B/(k_BT) − ln ν.

At fixed temperature,

−d ln τ/dE = γ + d ln ν/dE,

γ = L(μ_s − μ_m)/(k_BT).

At 378 K, k_BT = 0.03257 eV. With 0.1 V/nm per MV/cm,

γ(0) = 1.6 × 0.1 × 0.1646/0.03257 = 0.81 cm/MV.

At 5 MV/cm it is 0.77 cm/MV. The total lowering is 0.1282/0.03257 = 3.94 thermal energies, which multiplies the rate by about 51 if ν is unchanged.

**Q:** Engineers measure at high field and extrapolate to low field. Does the curvature matter there?

**A:** Extend the tangent at 5 MV/cm back to a use field of 1 MV/cm. The local field changes by 0.64 V/nm, so the tangent gives

1.14913 + 0.15603 × 0.64 = 1.2490 eV.

The model's barrier at 1 MV/cm is 1.2512 eV. The difference is 0.067 k_BT, so the barrier part of the lifetime is about 7% longer than the tangent predicts. For this site the linear law is a good approximation over this interval. That follows from its small response, not from stationarity itself.

**Q:** You kept ν fixed. Its vibrations also depend on field.

**A:** In the classical harmonic approximation, with effective masses 28 u for x and 48 u for y, ln ν changes by −0.0004 between zero and stress. This is negligible beside 3.94.

Quantum nuclear motion matters more for the rate than for its slope. A harmonic estimate, with a parabolic barrier, multiplies the rate by 1.925 at zero field and 1.930 at stress. The lifetime is shortened at both fields, but the logarithm of the factor changes by only 0.002. The estimated tunnelling crossover is 215 K, below the assumed 378 K. These factors are estimates, and they are too large. Near the saddle the electronic mixing angle turns at a rate of up to KₓX/(4W) = 90 nm⁻¹, and the resulting diagonal nonadiabatic correction, (ħ²/2m)(90 nm⁻¹)² for 28 u, raises the barrier by about 6 meV, or 0.19 k_BT. This lowers the factor from about 1.9 to about 1.6, by nearly the same amount at both fields, so the slope is again little affected.

**Q:** Could the system leave the lower electronic surface, or simply jump back?

**A:** A Landau–Zener estimate at the mean thermal crossing speed along x gives a probability exp(−18.9), about 6×10⁻⁹, of leaving the lower surface in one crossing. Faster crossings have a larger probability and dominate the thermal average, which is about 2×10⁻⁵ in the same estimate and still small. With the chosen coupling the system stays on the lower surface, although the diagonal correction above still reduces the rate by about 15%.

The reverse barrier at zero field is 1.576 eV, higher than the forward barrier. With equal prefactors the reverse rate is about 10⁻⁴ of the forward rate. A site with an unstable displaced state would need a further trapping step, and its forward barrier alone would not determine the damage rate.

**Q:** A glass does not line up its bonds with my electrodes.

**A:** Then the component along the field varies. Suppose that each site has the same fixed dipole-difference vector in its own frame, random orientation and linear lowering. With c the cosine of its angle to the field and u = γ(0)E, the mean rate is proportional to

½∫₋₁¹ exp(uc) dc = sinh(u)/u.

Its logarithmic slope, divided by the aligned slope γ(0), is

d ln[sinh(u)/u]/du = coth u − 1/u.

At stress u = 0.8085 × 5 = 4.04, and the ratio is 0.75. For small u it tends to u/3, so the mean rate has no linear term at zero field: sites helped and hindered by the field cancel at first order. A straight high-field plot therefore does not establish a straight law down to zero field.

The mean rate describes early damage, while few sites have failed. The time until half the sites fail is set by those lying nearly across the field, and it has almost no slope at stress.

**Q:** How does 0.8 cm/MV compare with a real low-k film?

**A:** It is low. Fits of the E model to silica-type dielectrics give values of roughly 4 cm/MV. At 378 K this would require an effective dipole of 4 × 0.03257/0.1 ≈ 1.3 e nm, or about 0.8 e nm after division by L = 1.6. That is about five times the dipole difference of this site. The permittivity, temperature and stress field are in the rough range of low-k test conditions, but the site parameters are not a fit to a film. With the model's classical prefactor of 8.7×10¹² s⁻¹, one such site at 378 K would last about 3.4 hours without a field and about 4 minutes at stress. It illustrates how a slope arises; it cannot represent a bond that survives years of use. Real films break the assumptions of alignment and a known uniform local field. Random orientation reduces the logarithmic slope of the early damage rate by 25% at stress. Replacing the Lorentz factor by the spherical-cavity factor 3k/(2k+1) = 1.27 reduces the zero-field γ from 0.81 to 0.64 cm/MV. Neither change closes the gap. Field concentration at rough metal lines would act the other way: if the actual field is a constant multiple of the nominal one, the initial slope is multiplied by the same number.

**Q:** Then may I take a measured slope of 4 cm/MV as proof of a larger molecular dipole?

**A:** No. The theorem runs from a specified barrier to its slope. A measured lifetime can also contain copper drift, trapped charge, the joining of many defects into a conducting path, and damage by carriers. At 5 MV/cm a carrier that lost no energy would gain the stress barrier of 1.149 eV in 2.3 nm. This length does not show that such carriers cause the damage, but it shows why their scattering and their coupling to the bond need separate study.

A dipole interpretation needs evidence that one thermally activated step controls the lifetime, an estimate of the local field, and a calculation of the minimum and saddle at the fields concerned. The numerical output gives the values used here in more detail.

Numbers as computed

```
Force constants x, y: 900, 800 eV/nm^2
Displaced-state x, y: 0.12, 0.03 nm
State offset, coupling: -0.3, 0.3 eV
Effective charges, bonded and displaced: 2, 3 e
Displaced-state dipole offset: 0.05 e nm
Effective masses x, y: 28, 48 u
Relative permittivity: 2.8
Temperature: 378 K
Thermal energy: 0.032574 eV
Lorentz local-field factor: 1.6
Use and stress fields: 1, 5 MV/cm
Local use and stress fields: 0.1600, 0.8000 V/nm
Minimum x, y at zero field: 0.000253, 0.000063 nm
Saddle x, y at zero field: 0.057115, 0.014279 nm
Minimum x, y at stress field: 0.002052, 0.000068 nm
Saddle x, y at stress field: 0.056212, 0.013508 nm
Barrier at zero, use, stress: 1.277369, 1.251171, 1.149126 eV
Minimum and saddle dipoles, zero field: 0.000612, 0.165212 e nm
Dipole difference at zero, use, stress: 0.164600, 0.162876, 0.156026 e nm
Zero-field dipole difference: 7.9061 debye
Largest slope discrepancy in tests: 9.9e-12 e nm
Largest curvature discrepancy in tests: 1.9e-12 e nm^2/V
Integrated barrier lowering to stress: 0.128242 eV
Fixed-geometry polarizability, min and saddle: 0.000002, 0.009528 e nm^2/V
Relaxation response, min and saddle: 0.004507, -0.015814 e nm^2/V
Full curvature of lowering, zero field: -0.010795 e nm^2/V
Frozen-path curvature, zero field: 0.0095266 e nm^2/V
Frozen-path barrier at stress: 1.14263 eV
Quadratic estimate of barrier at stress: 1.14914 eV
Gamma at zero and stress: 0.80851, 0.76639 cm/MV
Use barrier from stress-field tangent: 1.24898 eV
True minus tangent log lifetime at use, barrier part: 0.067164
Harmonic prefactor, zero and stress: 8.7067e+12, 8.7033e+12 1/s
Change of log prefactor, zero to stress: -0.0003962
Harmonic quantum rate factor, zero and stress: 1.9254, 1.9295
Tunnelling crossover, zero and stress: 215.0, 215.4 K
Landau-Zener exponent for leaving lower surface: 18.945
Reverse barrier at zero field: 1.5762 eV
Reverse/forward Boltzmann factor at zero field: 0.000104
Random-orientation slope divided by aligned slope, stress: 0.75325
Cavity local-field factor: 1.2727
Zero-field gamma with cavity factor: 0.64313 cm/MV
Scattering-free carrier path to gain stress barrier: 2.2983 nm
```
